\section*{Slater and Kohn–Sham Exchange Potentials of the Uniform Electron Gas}

\section*{Problem}

A gas of $N$ electrons fills a large volume $V$ with uniform density $n=N/V$, over a neutralizing background. Its state is a single determinant of plane waves $\phi_{\mathbf k}(\mathbf r)=V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$. All wavevectors with $k<k_F$ are occupied, each by two electrons of opposite spin. Gaussian units are used, and $V\to\infty$ at fixed $n$.

The exchange operator acts on an occupied orbital $\phi_i$ as
\begin{equation}
(K\phi_i)(\mathbf r)=-\sum_{j}\phi_j(\mathbf r)\int d^3r'\,
\frac{e^2}{|\mathbf r-\mathbf r'|}\,\phi_j^*(\mathbf r')\phi_i(\mathbf r'),
\label{K}
\end{equation}
where $j$ runs over the occupied orbitals with the same spin as $i$, including $j=i$. Two local potentials can be built from exchange. The Slater potential is the density-weighted average of the orbital exchange potentials, and the Kohn--Sham exchange potential is a functional derivative of the exchange energy:
\begin{equation}
v_S(\mathbf r)=\frac{1}{n(\mathbf r)}\sum_i\phi_i^*(\mathbf r)(K\phi_i)(\mathbf r),
\qquad
v_x(\mathbf r)=\frac{\delta E_x}{\delta n(\mathbf r)},
\qquad
E_x=\frac12\sum_i\langle\phi_i|K|\phi_i\rangle .
\label{defs}
\end{equation}
Here $i$ runs over all occupied spin-orbitals.

\begin{enumerate}
\item[(a)] Show that $K\phi_{\mathbf k}=v(k)\phi_{\mathbf k}$. Write $v(k)$ as a single integral and evaluate it at $k=0$ and $k=k_F$.
\item[(b)] Find $v_S$ in terms of $k_F$.
\item[(c)] Find $v_x$ in terms of $k_F$, and explain why it differs from $v_S$.
\item[(d)] The X$\alpha$ potential is
\begin{equation}
v_\alpha(\mathbf r)=-\frac{3\alpha}{2}\,\frac{e^2}{\pi}\,[3\pi^2n(\mathbf r)]^{1/3}.
\label{xa}
\end{equation}
Which $\alpha$ corresponds to each potential?
\item[(e)] Evaluate the potentials for a model gas with $n=0.05$ \AA$^{-3}$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Find the Fourier transform of $e^2/r$ by first multiplying it by $e^{-\lambda r}$. In the integral over occupied $\mathbf k'$, move the origin to $\mathbf k$ and use spherical coordinates there. What happens to the factor $1/q^2$?
\item[(b)] All plane waves have the same $|\phi|^2$. Replace the spherical coordinates of $\mathbf k$ by cylindrical ones.
\item[(c)] By symmetry $v_x$ is constant in space. Change the density by the same small amount everywhere. How does $E_x$ depend on $N$ at fixed $V$?
\item[(d)] Express $k_F$ through $n$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Exchange potential of one plane wave}

Counting both spins, the density is
\begin{equation}
n=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}=\frac{2}{8\pi^3}\,\frac{4\pi k_F^3}{3}
=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}.
\label{kf}
\end{equation}
Insert plane waves in (\ref{K}) and set $\mathbf r'=\mathbf r+\mathbf u$. The phases depending on $\mathbf r$ combine to $e^{i\mathbf k'\cdot\mathbf r}e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf r}$, so that
\begin{equation}
K\phi_{\mathbf k}=v(k)\,\phi_{\mathbf k},\qquad
v(k)=-\frac1V\sum_{k'<k_F}W(|\mathbf k-\mathbf k'|),\qquad
W(q)=\int d^3u\,\frac{e^2}{u}\,e^{i\mathbf q\cdot\mathbf u}.
\label{vsum}
\end{equation}
The integral $W$ needs a convergence factor $e^{-\lambda u}$. The angular integral of $e^{i\mathbf q\cdot\mathbf u}$ is $4\pi\sin(qu)/(qu)$, and therefore
\begin{equation}
W(q)=\lim_{\lambda\to0}\frac{4\pi e^2}{q}\int_0^\infty e^{-\lambda u}\sin(qu)\,du
=\lim_{\lambda\to0}\frac{4\pi e^2}{q^2+\lambda^2}=\frac{4\pi e^2}{q^2}.
\end{equation}
The order of the limits matters for the term $\mathbf k'=\mathbf k$, which contributes $-4\pi e^2/(\lambda^2V)$ to $v(k)$ and would diverge if $\lambda\to0$ were taken at fixed $V$. The volume is therefore sent to infinity first, at fixed $\lambda$. The single term then vanishes, and the sum over $\mathbf k'$, which covers one spin, becomes $V\int d^3k'/(2\pi)^3$. After that $\lambda\to0$ can be taken under the integral, because the singularity $1/q^2$ is integrable in three dimensions. In a periodic cube of side $L$ the sum with $W=4\pi e^2/q^2$ and the $q=0$ term left out approaches this integral slowly: $v(0)$ lies above it by about $2.84\,e^2/L$.

Now set $\mathbf q=\mathbf k'-\mathbf k$. The volume element $q^2\,dq\,d\Omega$ cancels the factor $1/q^2$. What remains in each direction is the distance $Q$ from $\mathbf k$ to the Fermi surface. With $\mu$ the cosine of the angle between $\mathbf q$ and $\mathbf k$, the condition $|\mathbf k+\mathbf q|=k_F$ reads
\begin{equation}
Q^2+2k\mu Q+k^2-k_F^2=0
\quad\Rightarrow\quad
Q(\mu)=-k\mu+\sqrt{k_F^2-k^2(1-\mu^2)} .
\end{equation}
The upper sign of the root is taken because $Q\ge0$. The azimuthal integral gives $2\pi$, and the term $-k\mu$ is odd in $\mu$ and integrates to zero:
\begin{equation}
v(k)=-\frac{4\pi e^2}{8\pi^3}\,2\pi\int_{-1}^{1}Q(\mu)\,d\mu
=-\frac{e^2}{\pi}\int_{-1}^{1}\sqrt{k_F^2-k^2(1-\mu^2)}\;d\mu .
\label{vk}
\end{equation}
At the two ends of the occupied range,
\begin{equation}
v(0)=-\frac{e^2}{\pi}\,2k_F=-\frac{2e^2k_F}{\pi},
\qquad
v(k_F)=-\frac{e^2k_F}{\pi}\int_{-1}^{1}|\mu|\,d\mu=-\frac{e^2k_F}{\pi}.
\label{ends}
\end{equation}
The square root in (\ref{vk}) decreases with $k$ for every $|\mu|<1$, so exchange lowers the energy of slow electrons more than that of fast ones. An electron at the centre of the Fermi sphere has occupied states on all sides in $\mathbf k$ space; one at the surface has them on one side.

Neither $\hbar$ nor $m$ appears. Once the occupied plane waves are given, exchange depends on the Coulomb interaction alone.

\subsection*{(b) Slater potential}

Since $K\phi_i=v(k_i)\phi_i$ and $|\phi_i|^2=1/V$, definition (\ref{defs}) gives the plain average over the occupied states:
\begin{equation}
v_S=\frac{1}{nV}\sum_i v(k_i)
=\frac{1}{n}\,2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,v(k)
=\frac{3\pi^2}{k_F^3}\,\frac{1}{\pi^2}\int_0^{k_F}k^2v(k)\,dk .
\end{equation}
Put $k=k_Fy$ and insert (\ref{vk}):
\begin{equation}
v_S=-\frac{e^2k_F}{\pi}\,3I,\qquad
I=\int_0^1y^2\,dy\int_{-1}^{1}d\mu\,\sqrt{1-y^2(1-\mu^2)} .
\end{equation}
The combination $b=y\sqrt{1-\mu^2}$ under the root is the distance from the axis, and $z=y\mu$ is the height along it. With $\mu=\cos\theta$ the measure becomes $y^2\,dy\,\sin\theta\,d\theta=(y\sin\theta)(y\,dy\,d\theta)=b\,db\,dz$. For given $b$, the height runs from $-\sqrt{1-b^2}$ to $\sqrt{1-b^2}$, and the integrand does not depend on it. Hence
\begin{equation}
I=\int_0^1b\,db\,\sqrt{1-b^2}\;2\sqrt{1-b^2}
=2\int_0^1(b-b^3)\,db=2\left(\frac12-\frac14\right)=\frac12 ,
\end{equation}
and
\begin{equation}
v_S=-\frac{3e^2k_F}{2\pi}.
\label{vs}
\end{equation}

\subsection*{(c) Kohn--Sham exchange potential}

The factor $\frac12$ in $E_x$ prevents each pair from being counted twice. With (\ref{vs}),
\begin{equation}
E_x=\frac12\sum_iv(k_i)=\frac12Nv_S=-\frac{3e^2k_F}{4\pi}\,N,
\qquad k_F=\left(\frac{3\pi^2N}{V}\right)^{1/3},
\label{ex}
\end{equation}
so $E_x\propto N^{4/3}$ at fixed volume. For a uniform, unpolarized density the Kohn--Sham orbitals are these same plane waves, and (\ref{ex}) is the value of the Kohn--Sham exchange functional.

The functional derivative is defined by $\delta E_x=\int v_x\,\delta n\,d^3r$. For a uniform change $\delta n$ and a constant $v_x$ this is $v_xV\delta n=v_x\,\delta N$. Letting $N$ vary also fixes the additive constant in $v_x$, which variations at fixed $N$ would leave open. Thus
\begin{equation}
v_x=\left(\frac{\partial E_x}{\partial N}\right)_V=\frac43\,\frac{E_x}{N}
=\frac43\cdot\frac12\,v_S=\frac23\,v_S=-\frac{e^2k_F}{\pi}.
\label{vx}
\end{equation}

This equals $v(k_F)$ in (\ref{ends}), for the following reason. By (\ref{vsum}), $E_x$ is a double sum over pairs of occupied states of equal spin, with the term $-W/(2V)$. Added electrons enter at the Fermi surface, while the plane waves already occupied do not change. To first order, a new electron appears once as the first member of a pair and once as the second. The two contributions cancel the factor $\frac12$, and the energy per added electron is $v(k_F)$.

The Slater potential answers a different question: what is the exchange potential averaged over all electrons present? The average includes the low-$k$ states with their deeper $v(k)$. The ratio $v_S/v_x=3/2$ is the ratio of the Fermi-sphere average to the Fermi-surface value.

\subsection*{(d) The two values of $\alpha$}

In a uniform gas $[3\pi^2n]^{1/3}=k_F$, and (\ref{xa}) reads $v_\alpha=-(3\alpha/2)\,e^2k_F/\pi$. Comparison with (\ref{vs}) and (\ref{vx}) gives
\begin{equation}
\frac{3\alpha}{2}=\frac32\ \Rightarrow\ \alpha=1\quad\text{(Slater)},
\qquad
\frac{3\alpha}{2}=1\ \Rightarrow\ \alpha=\frac23\quad\text{(Kohn--Sham)}.
\end{equation}

Using (\ref{xa}) with the local density of an atom or molecule is an approximation for either $\alpha$, and the ratio $3/2$ belongs to the gas. Two electrons of opposite spin in one orbital $\phi$ provide a counterexample. There $n=2|\phi|^2$, and (\ref{K}) contains the single term $j=i$, so
\begin{equation}
v_S(\mathbf r)=-\frac12\int d^3r'\,\frac{e^2n(\mathbf r')}{|\mathbf r-\mathbf r'|},
\qquad
E_x=-\frac14\iint d^3r\,d^3r'\,\frac{e^2n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}.
\end{equation}
Varying $E_x$ at fixed electron number, with the constant chosen so that $v_x$ vanishes at infinity, gives $v_x=v_S$. Both tend to $-e^2/r$ far away, whereas $v_\alpha\propto n^{1/3}$ decays exponentially if the density does.

\subsection*{(e) Numbers}

For $n=0.05$ \AA$^{-3}$ and $e^2=14.3996$ eV\,\AA,
\begin{equation}
k_F=(3\pi^2\times0.05)^{1/3}\ \text{\AA}^{-1}=1.1397\ \text{\AA}^{-1},
\qquad
\frac{e^2k_F}{\pi}=\frac{14.3996\times1.1397}{\pi}\ \text{eV}=5.224\ \text{eV}.
\end{equation}
The orbital exchange potential rises from $-10.448$ eV at $k=0$ through $-9.528$ eV at $k_F/2$ to $-5.224$ eV at $k_F$. The two local potentials are
\begin{align}
v_S&=-1.5\times5.224\ \text{eV}=-7.836\ \text{eV}=-0.2880\ \text{hartree},\\
v_x&=-5.224\ \text{eV}=-0.1920\ \text{hartree}.
\end{align}
The Slater potential is deeper by $2.612$ eV. The exchange energy per electron is $v_S/2=-3.918$ eV. The numerical check obtains $v_x$ separately, from a finite difference of the exchange energy per volume.

\section*{Variation 1: the Slater potential from the exchange hole}

\textit{Find $v_S$ again in real space, without the Fourier transform of the Coulomb interaction.}

Let $s$ be the distance between two points and $x=k_Fs$. The spin-summed density matrix is
\begin{equation}
\gamma(s)=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf s}
=\frac{1}{\pi^2}\int_0^{k_F}\frac{k\sin ks}{s}\,dk
=\frac{\sin x-x\cos x}{\pi^2s^3}=3n\,\frac{j_1(x)}{x},
\end{equation}
with $j_1(x)=\sin x/x^2-\cos x/x$. Each spin contributes $\gamma/2$ to the density matrix. Inserting (\ref{K}) in (\ref{defs}) therefore gives two equal terms with $(\gamma/2)^2$:
\begin{equation}
v_S=e^2\int d^3s\,\frac{\rho_x(s)}{s},\qquad
\rho_x(s)=-\frac{2}{n}\left(\frac{\gamma}{2}\right)^2=-\frac{\gamma(s)^2}{2n}.
\end{equation}
Thus $v_S$ is the potential energy of an electron in its exchange hole $\rho_x$. With $d^3s=4\pi s^2ds$ and $s\,ds=x\,dx/k_F^2$,
\begin{equation}
v_S=-\frac{e^2}{2n}\,4\pi\,\frac{9n^2}{k_F^2}\int_0^\infty\frac{j_1^2}{x}\,dx
=-\frac{18\pi ne^2}{k_F^2}\int_0^\infty\frac{j_1^2}{x}\,dx .
\end{equation}
Let $j_0=\sin x/x$. Differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, so $(j_0^2+j_1^2)'=-4j_1^2/x$. Since $j_0(0)=1$, $j_1(0)=0$ and both functions vanish at infinity, the integral is $\frac14$. With $n=k_F^3/(3\pi^2)$,
\begin{equation}
v_S=-\frac{18\pi e^2}{k_F^2}\,\frac{k_F^3}{3\pi^2}\,\frac14=-\frac{3e^2k_F}{2\pi},
\end{equation}
in agreement with (\ref{vs}).

The hole contains $-1$ electron: by Parseval's theorem $\int\gamma^2d^3s=\int_{k<k_F}4\,d^3k/(2\pi)^3=2n$. The numerical integral, cut at $2000$ \AA, gives $-0.9996$. At large $x$ the function $j_1^2$ averages to $1/(2x^2)$, so the charge beyond $x=X$ is about $-3/(\pi X)$, which accounts for the missing $0.0004$.

\section*{Variation 2: which $\alpha$ belongs to the energy?}

\textit{Apply (\ref{ex}) locally to a nonuniform density. For which $\alpha$ is $v_\alpha$ the functional derivative of this energy?}

With the local $k_F(\mathbf r)=[3\pi^2n(\mathbf r)]^{1/3}$, the energy and its first-order change are
\begin{align}
E_x^{\rm LDA}&=-\frac{3e^2}{4\pi}(3\pi^2)^{1/3}\int n^{4/3}\,d^3r,\\
\delta E_x^{\rm LDA}&=-\frac{e^2}{\pi}(3\pi^2)^{1/3}\int n^{1/3}\,\delta n\,d^3r .
\end{align}
Comparison with (\ref{xa}) gives
\begin{equation}
\int v_\alpha\,\delta n\,d^3r=\frac{3\alpha}{2}\,\delta E_x^{\rm LDA}.
\end{equation}
The potential is the derivative of this energy for $\alpha=\frac23$. With $\alpha=1$ the predicted change is $\frac32$ times the actual change of $E_x^{\rm LDA}$. A numerical test with an exponentially decaying density gives ratios of $1.0000$ and $1.5000$.

The $\alpha=1$ potential does reproduce the energy itself, through $\frac12\int n\,v_{\alpha=1}\,d^3r=E_x^{\rm LDA}$. Within the family (\ref{xa}), the $\alpha$ that reproduces the energy through this formula is therefore not the $\alpha$ that gives the response of the energy to a change of density. The reason is the power of $n$: for an $n^{4/3}$ energy the derivative obeys $\int n\,v_{\alpha=2/3}\,d^3r=\frac43E_x^{\rm LDA}$, not $2E_x^{\rm LDA}$. In the two-electron example of (d), where $E_x$ is quadratic in $n$, the single potential $v_S=v_x$ gives both the energy through $\frac12\int n\,v_S\,d^3r=E_x$ and the response.

\section*{Computed values}
\begin{verbatim}
density n                               = 0.05 angstrom^-3
e^2                                     = 14.3996 eV angstrom
Fermi wavenumber kF                     = 1.1397 angstrom^-1
e^2 kF / pi                             = 5.2239 eV
orbital exchange potential at k = 0     = -10.4479 eV
orbital exchange potential at k = kF/2  = -9.5283 eV
orbital exchange potential at k = kF    = -5.2239 eV
Slater potential, Fermi-sphere average  = -7.8359 eV
Slater potential, exchange-hole integral= -7.8359 eV
Slater potential, formula               = -7.8359 eV
Slater potential, converted             = -0.2880 hartree
exchange energy per electron            = -3.9180 eV
Kohn-Sham potential, finite difference  = -5.2239 eV
Kohn-Sham potential, formula            = -5.2239 eV
Kohn-Sham potential, converted          = -0.1920 hartree
Slater minus Kohn-Sham potential        = -2.6120 eV
alpha from Slater potential             = 1.0000 (no unit)
alpha from Kohn-Sham potential          = 0.6667 (no unit)
electrons in hole, cut at 2000 angstrom = -0.9996 (no unit)
nonuniform density, predicted / true exchange-energy change:
  with alpha = 2/3                      = 1.0000 (no unit)
  with alpha = 1                        = 1.5000 (no unit)
\end{verbatim}
